# Moire Period and Exact Crystal Period in Commensurate Twisted Bilayers: a numerical check

```python
# RESULT UNDER TEST: two equal hexagonal lattices twisted by theta, with
#   tan(theta/2) = r / (sqrt(3) (2m+r)),  m and r coprime,
# have an exact primitive cell of r^2 moire cells (r^2/3 if 3 divides r).
# Exactly four moire cells occur only for tan(theta/2) = 1/(2 sqrt(3) k).
# Symbols: points of the plane are complex numbers in units of the lattice
# constant a; W = exp(i pi/3); layer 1 is the lattice x + y W (x, y integer);
# layer 2 is layer 1 times zeta = exp(i theta); beta = shortest exact period;
# q = 1/(sqrt(3) tan(theta/2)): odd q has one moire cell, even q has four.
# Electrons: one orbital per site, in-layer hopping t, Gaussian interlayer
# hopping w0 exp(-r^2/(2 s^2)); energies are hole energies in eV.
from fractions import Fraction
import numpy as np
from scipy import constants as sc
from scipy.optimize import minimize_scalar

W = np.exp(1j * np.pi / 3)
B = 4j * np.pi / np.sqrt(3)          # reciprocal lattice of layer 1: B (x + y W)
a_nm, mass_ratio, w0, s = 0.32, 1.0, 0.30, 0.20
t = sc.hbar**2 / (3 * mass_ratio * sc.m_e * (a_nm * 1e-9)**2) / sc.e


def coordinates(z):
    """Components x, y of z = x + y W."""
    y = np.imag(z) / np.imag(W)
    return np.real(z) - y / 2, y


# ---- Exact integer enumeration of all coincidences up to a given cell area
max_area = 400
shells = {}
for x in range(-24, 25):
    for y in range(-24, 25):
        area = x * x + x * y + y * y
        if 0 < area <= max_area:
            shells.setdefault(area, []).append((x, y))
smallest = {}                        # sqrt(3) tan(theta/2) -> (area, moire cells)
for area in sorted(shells):
    for v in shells[area]:
        for w in shells[area]:
            c, d = w[0] + w[1], -w[1]            # complex conjugate of w
            X = v[0] * c - v[1] * d
            Y = v[0] * d + v[1] * c + v[1] * d
            if Y <= 0:
                continue
            rho = Fraction(3 * Y, 2 * area + 2 * X + Y)
            if rho < 1:
                # exact area divided by moire area = area * 4 sin^2(theta/2)
                smallest.setdefault(rho, (area, 2 * area - 2 * X - Y))
for rho, (area, cells) in smallest.items():
    ratio = (1 / rho - 1) / 2
    m, r = ratio.numerator, ratio.denominator
    divisor = 3 if r % 3 == 0 else 1
    assert cells * divisor == r * r
    assert area * divisor == 3 * m * m + 3 * m * r + r * r
four_cell = {rho for rho, (area, cells) in smallest.items() if cells == 4}
family = {Fraction(1, 2 * k) for k in range(1, 30) if 12 * k * k + 1 <= max_area}
assert four_cell == family


def structure(q):
    """Exact period, rotation factor and exact cell area for integer q."""
    m, r = ((q - 1) // 2, 1) if q % 2 else (q - 1, 2)
    beta = m + (m + r) * W
    return beta, beta / (W * np.conj(beta)), 3 * m * m + 3 * m * r + r * r


# ---- Moire nodes of a four-cell structure lie at three different half vectors
for q in (4, 6, 8, 24):
    beta, zeta, area = structure(q)
    L1 = 1 / (1 - 1 / zeta)
    L2 = W * L1
    halves = set()
    for L in (L1, L2, L1 + L2):
        in_layer_1 = np.rint(2 * np.array(coordinates(L)))
        in_layer_2 = np.rint(2 * np.array(coordinates(L / zeta)))
        assert np.allclose(2 * np.array(coordinates(L)), in_layer_1, atol=1e-8)
        assert np.allclose(in_layer_1 % 2, in_layer_2 % 2)
        halves.add(tuple((in_layer_1 % 2).astype(int)))
    assert halves == {(0, 1), (1, 0), (1, 1)}


# ---- Least umklapp momentum able to mix different moire momenta
umklapp = {}
for q in (4, 6, 8):
    beta, zeta, area = structure(q)
    kappa = B / np.conj(beta)
    x, y = np.meshgrid(np.arange(-14, 15), np.arange(-14, 15))
    g = B * (x + y * W)
    hx, hy = coordinates((kappa - g) / zeta / B)
    allowed = (abs(hx - np.rint(hx)) < 1e-7) & (abs(hy - np.rint(hy)) < 1e-7)
    umklapp[q] = abs(g[allowed]).min() / abs(B)
    assert umklapp[q] >= abs(beta) / 2 - 0.5 - 1e-9


# ---- Real-space Hamiltonian in the exact cell
def exact_levels(q, k, strength=w0):
    beta, zeta, area = structure(q)
    n = int(2 * abs(beta)) + 3
    x, y = np.meshgrid(np.arange(-n, n + 1), np.arange(-n, n + 1))
    layers = []
    for turn in (1.0, zeta):
        z = (turn * (x + y * W)).ravel()
        fx, fy = coordinates(z / beta)
        inside = (fx > -1e-9) & (fx < 1 - 1e-9) & (fy > -1e-9) & (fy < 1 - 1e-9)
        layers.append(z[inside])
        assert inside.sum() == area
    position = np.concatenate(layers)
    label = np.repeat([0, 1], area)
    same = label[:, None] == label[None, :]
    H = 6 * t * np.eye(2 * area, dtype=complex)
    for i in (-1, 0, 1):
        for j in (-1, 0, 1):
            d = position[None, :] - position[:, None] + beta * (i + j * W)
            dist = abs(d)
            hop = np.where(same, -t * (abs(dist - 1) < 1e-6),
                           -strength * np.exp(-dist**2 / (2 * s * s)))
            H += hop * np.exp(1j * np.real(np.conj(k) * d))
    assert np.allclose(H, H.conj().T, atol=1e-12)
    return np.linalg.eigvalsh(H)


# ---- Momentum-space model that knows only the moire lattice
def hopping_transform(Q):
    return w0 * 2 * np.pi * s * s / np.imag(W) * np.exp(-(Q * s)**2 / 2)


def dispersion(p):
    return sum(2 * t * (1 - np.cos(np.real(np.conj(p) * e))) for e in (1, W, W * W))


def moire_levels(zeta, k, cutoff):
    n = int(1.3 * (cutoff + abs(k)) / abs((1 - zeta) * B)) + 3
    x, y = np.meshgrid(np.arange(-n, n + 1), np.arange(-n, n + 1))
    g = (B * (x + y * W)).ravel()
    p = k + (1 - zeta) * g
    keep = abs(p) < cutoff
    g, p = g[keep], p[keep]
    Q = p[:, None] + g[None, :] - g[:, None]
    T = -hopping_transform(abs(Q))
    H = np.block([[np.diag(dispersion(p)), T],
                  [T.T, np.diag(dispersion(p / zeta))]])
    return np.linalg.eigvalsh(H)


# Exact spectrum against the union of four moire spectra
q_fold = 8
beta, zeta, area = structure(q_fold)
k1, k2 = B / np.conj(beta), B * W / np.conj(beta)
k0 = 0.3 * k1 + 0.1 * k2
exact = exact_levels(q_fold, k0)[:8]
folded = np.sort(np.concatenate([moire_levels(zeta, k0 + shift, 0.5 * abs(B))
                                 for shift in (0, k1, k2, k1 + k2)]))[:8]
fold_error = np.max(abs(exact - folded))
# tolerance: momenta beyond half a reciprocal vector are cut off
assert fold_error < 2e-5

# Splitting of the two lowest levels at the edge of the exact Brillouin zone.
# A purely moire-periodic model gives no splitting there for even q.
edge_gap = {}
for q in (4, 5, 6, 7, 8):
    beta, zeta, area = structure(q)
    edge = B / np.conj(beta) / 2
    levels = exact_levels(q, edge)
    edge_gap[q] = levels[1] - levels[0]
    if q in (6, 8):
        plus = moire_levels(zeta, edge, 0.5 * abs(B))[0]
        minus = moire_levels(zeta, -edge, 0.5 * abs(B))[0]
        assert abs(plus - minus) < 1e-10
        assert abs((levels[0] + levels[1]) / 2 - plus) < 1e-4
one_cell_gap = min(edge_gap[5], edge_gap[7])
assert one_cell_gap > 0.02
# Short periods allow some umklapp mixing; it must die out as the period grows
assert max(edge_gap[4], edge_gap[6]) < 0.1 * one_cell_gap
assert edge_gap[8] < 1e-3 * one_cell_gap
assert edge_gap[8] < edge_gap[6] < edge_gap[4]
assert edge_gap[8] < edge_gap[4] / 50
assert edge_gap[6] > 1e-11
# Order in the interlayer hopping: one hop for odd q, at least two for even q
half_ratio = {}
for q in (6, 7):
    levels = exact_levels(q, B / np.conj(structure(q)[0]) / 2, w0 / 2)
    half_ratio[q] = edge_gap[q] / (levels[1] - levels[0])
assert 1.5 < half_ratio[7] < 3.0
assert half_ratio[6] > 3.5

# ---- Worked example: k = 12 (q = 24) and its one-cell neighbour q = 25
q_ex = 24
beta, zeta, area = structure(q_ex)
beta_n, zeta_n, area_n = structure(q_ex + 1)
theta, theta_n = np.angle(zeta), np.angle(zeta_n)
L_moire = a_nm / (2 * np.sin(theta / 2))
L_exact = a_nm * abs(beta)
L_neighbour = a_nm / (2 * np.sin(theta_n / 2))
assert np.isclose(L_exact, 2 * L_moire)
assert np.isclose(L_neighbour, a_nm * abs(beta_n))
G1 = (1 - zeta) * B
G2 = G1 * W
bands = np.array([moire_levels(zeta, (i * G1 + j * G2) / 6, 6.5 * abs(G1))[:2]
                  for i in range(6) for j in range(6)])
check = moire_levels(zeta, G1 / 2, 8 * abs(G1))[:2]
assert np.max(abs(check - bands[18])) < 1e-6
width = np.ptp(bands[:, 0])
gap = bands[:, 1].min() - bands[:, 0].max()
assert gap > 0
cell_moire = np.imag(W) * L_moire**2
cell_exact = np.imag(W) * L_exact**2
n_moire, n_exact = 2e14 / cell_moire, 2e14 / cell_exact

# ---- Sizes of neglected effects, rough inputs
shear_N_m, corrugation = 50.0, 0.015        # N/m; eV per layer unit cell
shear = shear_N_m / sc.e * np.imag(W) * (a_nm * 1e-9)**2
b_nm, G_nm = abs(B) / a_nm, abs(G1) / a_nm
phase = np.linspace(0, 2 * np.pi, 400, endpoint=False)


def relaxation_energy(u):
    adhesion = corrugation * np.mean(np.cos(phase + b_nm * u * np.sin(phase)))
    return shear * (G_nm * u)**2 / 8 + adhesion


relaxed = minimize_scalar(relaxation_energy, bounds=(0, 0.08), method="bounded",
                          options={"xatol": 1e-8}).x
linear = 2 * corrugation * b_nm / (shear * G_nm**2)
assert abs(relaxed / linear - 1) < 0.15     # linear response, small displacement

strain = 0.001
rotation = np.array([[np.cos(theta), -np.sin(theta)], [np.sin(theta), np.cos(theta)]])
deformation = np.diag([1 + strain, 1.0]) @ rotation
to_moire = np.linalg.inv(np.eye(2) - np.linalg.inv(deformation))
strained = [a_nm * np.linalg.norm(to_moire @ np.array([e.real, e.imag]))
            for e in (1 + 0j, W, W * W)]
twist_error = 0.05
L_twist = a_nm / (2 * np.sin((theta + np.radians(twist_error)) / 2))
permittivity = 5.0
coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * permittivity * L_moire * 1e-9)

print("coincidence angles enumerated:", len(smallest))
print("largest exact cell enumerated (layer cells):", max_area)
print("four-cell angles found (deg):",
      [round(float(np.degrees(2 * np.arctan(float(f) / np.sqrt(3)))), 3)
       for f in sorted(four_cell, reverse=True)])
print(f"lattice constant a = {a_nm:.2f} nm; mass = {mass_ratio:.1f} m0")
print(f"in-layer hopping t = {t:.4f} eV")
print(f"interlayer peak w0 = {w0:.2f} eV; range s = {s * a_nm:.3f} nm")
print(f"transform T(0) = {1e3 * hopping_transform(0):.2f} meV")
print(f"transform T(|b|) = {1e3 * hopping_transform(abs(B)):.2f} meV")
for q in (4, 5, 6, 7, 8):
    b_q, z_q, _ = structure(q)
    print(f"q={q}: angle {np.degrees(np.angle(z_q)):.3f} deg, "
          f"moire period {1 / abs(1 - z_q):.3f} a, "
          f"moire cells {4 if q % 2 == 0 else 1}, "
          f"edge gap {1e3 * edge_gap[q]:.2e} meV")
for q in (6, 7):
    print(f"q={q}: edge gap falls by factor {half_ratio[q]:.2f} when w0 is halved")
for q in (4, 6, 8):
    bound = abs(structure(q)[0]) / 2 - 0.5
    print(f"q={q}: least umklapp |g|/|b| = {umklapp[q]:.3f}, bound {bound:.3f}")
print(f"folding test angle = {np.degrees(np.angle(structure(q_fold)[1])):.3f} deg")
print("exact levels (meV):", np.round(1e3 * exact, 3).tolist())
print("folded levels (meV):", np.round(1e3 * folded, 3).tolist())
print(f"largest folding difference = {1e3 * fold_error:.2e} meV")
print(f"example k = {q_ex // 2}: twist = {np.degrees(theta):.4f} deg")
print(f"moire period = {L_moire:.3f} nm; exact period = {L_exact:.3f} nm")
print(f"lattice sites in exact cell, both layers = {2 * area}")
print(f"neighbour: twist = {np.degrees(theta_n):.4f} deg")
print(f"neighbour: moire period = exact period = {L_neighbour:.3f} nm")
print(f"neighbour: lattice sites in exact cell = {2 * area_n}")
print(f"twist difference = {np.degrees(theta - theta_n):.4f} deg")
print(f"moire cell area = {cell_moire:.2f} nm^2; exact = {cell_exact:.2f} nm^2")
print(f"first moire band width (6x6 momenta) = {1e3 * width:.3f} meV")
print(f"gap to second moire band (6x6 momenta) = {1e3 * gap:.2f} meV")
print(f"filling density 2/A_moire = {n_moire:.3e} cm^-2")
print(f"mistaken density 2/A_exact = {n_exact:.3e} cm^-2")
print(f"example umklapp bound |g|/|b| = {L_moire / a_nm - 0.5:.2f}")
print(f"rough shear modulus = {shear_N_m:.0f} N/m = {shear:.2f} eV per cell")
print(f"rough stacking corrugation = {1e3 * corrugation:.0f} meV per cell")
print(f"relaxation amplitude: minimized {relaxed:.4f} nm, linear {linear:.4f} nm")
print(f"uniaxial strain {100 * strain:.1f} %: moire lengths "
      f"{min(strained):.3f} to {max(strained):.3f} nm")
print(f"twist error +{twist_error:.2f} deg: moire period = {L_twist:.3f} nm")
print(f"Coulomb energy at one moire period, permittivity {permittivity:.0f}: "
      f"{1e3 * coulomb:.1f} meV")
for temperature in (10, 300):
    print(f"thermal energy at {temperature} K = "
          f"{1e3 * sc.k * temperature / sc.e:.2f} meV")
print("success")
```

Printed output:

```
coincidence angles enumerated: 106
largest exact cell enumerated (layer cells): 400
four-cell angles found (deg): [32.204, 16.426, 10.993, 8.256, 6.609]
lattice constant a = 0.32 nm; mass = 1.0 m0
in-layer hopping t = 0.2480 eV
interlayer peak w0 = 0.30 eV; range s = 0.064 nm
transform T(0) = 87.06 meV
transform T(|b|) = 30.38 meV
q=4: angle 16.426 deg, moire period 3.500 a, moire cells 4, edge gap 1.37e-01 meV
q=5: angle 13.174 deg, moire period 4.359 a, moire cells 1, edge gap 7.12e+01 meV
q=6: angle 10.993 deg, moire period 5.220 a, moire cells 4, edge gap 2.64e-03 meV
q=7: angle 9.430 deg, moire period 6.083 a, moire cells 1, edge gap 7.72e+01 meV
q=8: angle 8.256 deg, moire period 6.946 a, moire cells 4, edge gap 7.06e-05 meV
q=6: edge gap falls by factor 16.91 when w0 is halved
q=7: edge gap falls by factor 2.22 when w0 is halved
q=4: least umklapp |g|/|b| = 3.464, bound 3.000
q=6: least umklapp |g|/|b| = 5.196, bound 4.720
q=8: least umklapp |g|/|b| = 6.928, bound 6.446
folding test angle = 8.256 deg
exact levels (meV): [-93.0, -67.948, -53.449, -38.135, 54.492, 69.589, 85.84, 87.416]
folded levels (meV): [-93.0, -67.948, -53.449, -38.135, 54.492, 69.589, 85.84, 87.416]
largest folding difference = 4.79e-05 meV
example k = 12: twist = 2.7561 deg
moire period = 6.653 nm; exact period = 13.306 nm
lattice sites in exact cell, both layers = 3458
neighbour: twist = 2.6459 deg
neighbour: moire period = exact period = 6.930 nm
neighbour: lattice sites in exact cell = 938
twist difference = 0.1102 deg
moire cell area = 38.33 nm^2; exact = 153.33 nm^2
first moire band width (6x6 momenta) = 0.036 meV
gap to second moire band (6x6 momenta) = 88.46 meV
filling density 2/A_moire = 5.218e+12 cm^-2
mistaken density 2/A_exact = 1.304e+12 cm^-2
example umklapp bound |g|/|b| = 20.29
rough shear modulus = 50 N/m = 27.68 eV per cell
rough stacking corrugation = 15 meV per cell
relaxation amplitude: minimized 0.0192 nm, linear 0.0207 nm
uniaxial strain 0.1 %: moire lengths 6.598 to 6.718 nm
twist error +0.05 deg: moire period = 6.534 nm
Coulomb energy at one moire period, permittivity 5: 43.3 meV
thermal energy at 10 K = 0.86 meV
thermal energy at 300 K = 25.85 meV
success
```
